\section*{Apparent activation energy of empty sites in hydrogen-limited silane growth, part 2}

A silicon surface grows from silane and is almost full of hydrogen. How does its small fraction of empty sites, $x$, depend on the surface temperature $T$, and when does its apparent activation energy $E_{\rm app}$ equal half the desorption barrier $E_d$?

The hydrogen coverage is $1-x$. Silane needs two empty sites and adsorbs on a bare surface at the rate $a$ per site. Each molecule brings four hydrogen atoms and adds one silicon atom. Hydrogen leaves as H$_2$, and the loss of atoms per site is $k(1-x)$, with $k=\nu\exp(-\beta E_d)$, constant $\nu$ and $\beta=1/k_BT$. Rates are in s$^{-1}$ and energies in eV.

In the mean-field (random) case a pair of sites is empty with probability $x^2$. With $\kappa=k/(4a)$ and $a$ independent of temperature (fixed silane flux, unactivated adsorption), the steady state gives
\begin{equation}
x^2=\kappa(1-x),\qquad
E_{\rm app}=-\frac{d\ln x}{d\beta}=E_d\frac{1-x}{2-x}.
\label{restate}
\end{equation}
As $x\to0$, $E_{\rm app}\to E_d/2$: this is the half-barrier law. A small deviation from the steady state decays at the rate $\lambda=k+8ax$. The growth rate, in atoms per site and unit time, is $R=ax^2=k(1-x)/4$, and its activation energy tends to $E_d$ as $x\to0$.

The reference case at 750 K has $E_d=2.5$ eV, $\nu=10^{15}$ s$^{-1}$, silane pressure 1 Torr and bare-surface sticking probability $10^{-5}$. These give $a=3.34$ s$^{-1}$, $k=1.588\times10^{-2}$ s$^{-1}$, $\kappa=1.19\times10^{-3}$, $x=0.0339$, $E_{\rm app}=1.228$ eV and a growth speed of 0.031 nm/min.

Each comparison keeps $k$ and $a$ at these values at 750 K and changes one assumption. So far, $E_{\rm app}$ is 1.208 eV for second-order desorption, 2.497 eV for one-site adsorption, 1.244 eV for fixed pressure with the gas at the wafer temperature, and 1.179 eV for an adsorption barrier of 0.10 eV.

\subsection{Number fluctuations on a finite surface}

The mean-field balance replaces the mean of a square by the square of a mean. To size the error, take $N$ well-mixed sites, of which $n$ are empty. Adsorption changes $n$ by $-4$, at the total rate $aN$ times the probability $n(n-1)/[N(N-1)]$ that a pair drawn without replacement is empty. Desorption of a molecule changes $n$ by $+2$, at the total rate $k(N-n)/2$.

The variance $V$ follows from the rates. A jump $\Delta$ changes $n^2$ by $2n\Delta+\Delta^2$. Averaging over all jumps and subtracting the change of $\langle n\rangle^2$ leaves
\begin{equation}
\frac{dV}{dt}=-2\lambda V+D .
\end{equation}
Here the mean drift of $n$ has been linearised as $-\lambda(n-\langle n\rangle)$, and $D$ is the sum of $\Delta^2$ times the rate. Near saturation $\lambda\simeq8ax$. Adsorption events occur at the rate $aNx^2$, and desorption events twice as often, since each restores two sites instead of four. Therefore
\begin{align}
D&=16\,aNx^2+4\times2aNx^2=24\,aNx^2,\\
V&=\frac{D}{2\lambda}=\frac{24aNx^2}{16ax}=\frac32Nx .
\end{align}
For large $N$ the steady balance of the mean involves
\begin{equation}
\langle n(n-1)\rangle=\langle n\rangle^2+V-\langle n\rangle
\simeq\langle n\rangle^2\left(1+\frac{1}{2\langle n\rangle}\right).
\end{equation}
The loss that it must match is almost unchanged, so the bracket is compensated by a smaller mean. With $x_N=\langle n\rangle/N$,
\begin{equation}
x_N\simeq x\left(1-\frac{1}{4Nx}\right).
\end{equation}
For 1000 sites, $Nx=33.9$ and the predicted reduction is 0.7\%. Solving the stationary probability distribution of $n$ numerically gave $x_N=0.0336$ for 1000 sites and 0.0338 for 2000, against the mean-field 0.0339. On 2000 sites the apparent activation energy was 1.233 eV. The correction is negligible for a macroscopic surface with good mixing. It does not cover spatial correlations.

\subsection{Pairing of hydrogen on dimers}

The surface atoms of Si(001) form dimers, each with two sites for hydrogen. Let $n_0$, $n_1$ and $n_2$ be the fractions of dimers with zero, one and two hydrogen atoms. Suppose that a doubly occupied dimer is lower in energy by $\varepsilon$ than two separate singly occupied ones would suggest, and that hydrogen is in equilibrium among the dimers. If $z$ is the statistical weight of one hydrogen atom, the three states have the weights $1$, $2z$ and $z^2X$, with
\begin{equation}
X=\exp(\beta\varepsilon).
\end{equation}
The factor 2 counts the two places for a single atom. The unknown $z$ cancels in
\begin{equation}
\frac{n_0n_2}{n_1^2}=\frac{X}{4},\qquad
n_0+n_1+n_2=1,\qquad x=n_0+\frac{n_1}{2}.
\label{pair}
\end{equation}
Eliminate $n_1=2(x-n_0)$ and $n_2=1-2x+n_0$:
\begin{equation}
n_0(1-2x+n_0)=X(x-n_0)^2 .
\end{equation}
Multiplying out and collecting powers of $n_0$ gives
\begin{equation}
(X-1)n_0^2-bn_0+Xx^2=0,\qquad b=1+2(X-1)x .
\end{equation}
For $X>1$ and $0<x<1$, the left side at $n_0=x$ equals $x^2-x<0$, so $x$ lies between the two roots. Since $n_0$ cannot exceed $x$, the smaller root is required. In a form that remains regular at $X=1$,
\begin{equation}
n_0=\frac{2Xx^2}{b+\sqrt{b^2-4(X-1)Xx^2}} .
\end{equation}
At $X=1$ this is $n_0=x^2$, the random case. An explicit sum over the configurations of 20\,000 dimers with 1360 empty sites agreed with it to within 0.5\% for $X=1$, 5 and 47.85.

Now let silane need both sites of one dimer. The adsorption rate per site is $an_0$, and the balance is $4an_0=k(1-x)$, or $n_0=\kappa(1-x)$. From \eqref{pair}, $n_1/2=\sqrt{n_0n_2/X}$. Near saturation $n_2\simeq1$ and $n_0\simeq\kappa$, so
\begin{equation}
x\simeq\kappa+\sqrt{\frac{\kappa}{X}},
\label{xpair}
\end{equation}
with a relative error of order $x$. The first term counts sites on empty dimers, and the second counts single empty sites. The first has the activation energy $E_d$. The second contains $\sqrt{\kappa}$ and $X^{-1/2}$, and has the activation energy $(E_d+\varepsilon)/2$. The slope of the sum is their weighted mean:
\begin{equation}
E_{\rm app}\simeq\frac{\kappa E_d+\sqrt{\kappa/X}\,(E_d+\varepsilon)/2}{x}.
\end{equation}
Subtracting $E_d/2$ isolates the effect of pairing:
\begin{equation}
E_{\rm app}-\frac{E_d}{2}\simeq
\frac{\kappa E_d+\sqrt{\kappa/X}\,\varepsilon}{2x}.
\end{equation}
For $X$ close to one, the $\kappa$ term is no larger than the terms already dropped, and the full balance must be used. For strong pairing, two regimes follow. The ratio of the first term of \eqref{xpair} to the second is $\sqrt{\kappa X}$. If $\sqrt{\kappa X}\ll1$, single empty sites dominate and the apparent energy is $(E_d+\varepsilon)/2$. The condition is strict: in the example below $\kappa X=0.057$, so $\sqrt{\kappa X}=0.24$, and the slope lies 0.2 eV above $(E_d+\varepsilon)/2$. If $\kappa X\gg1$, empty dimers dominate and the whole barrier $E_d$ returns. The slope stays near $E_d/2$ if $\varepsilon\ll E_d$ and $\sqrt{\kappa X}\ll1$. The value of $x$ is more sensitive: it keeps its random value if $\varepsilon\ll k_BT$.

With the rough value $\varepsilon=0.25$ eV at 750 K, $X=47.85$ and $\sqrt{\kappa/X}=0.00499$. Then
\begin{align}
x&\simeq0.00119+0.00499=0.0062,\\
E_{\rm app}&\simeq\frac{0.00119\times2.5+0.00499\times1.375}{0.00618}\ {\rm eV}
=1.59\ {\rm eV}.
\end{align}
The full balance gives $x=0.0061$ and 1.58 eV. The surface is closer to saturation than in the random case, yet further from the half-barrier law. A small $x$ is therefore no proof that the law applies. For $\varepsilon=0.05$ eV the full balance gives 1.29 eV, and for 1.0 eV it gives 2.49 eV.

Pairing also bears on the desorption order. If H$_2$ leaves from doubly occupied dimers, its rate is proportional to $n_2=1-x-n_1/2$. In the limit $X\to\infty$ at fixed $x$, $n_1$ vanishes and the rate becomes first order in $1-x$. Random occupation gives $n_2=(1-x)^2$, which is second order. In this mechanism, first-order desorption over a wide range of coverage and random empty sites exclude each other. Near saturation the conflict matters little for desorption, but it remains for adsorption.

\subsection{Mixing, fragments and returning hydrogen}

Whether hydrogen reaches equilibrium among the dimers depends on its hopping rate and on where the four atoms of a silane molecule end up. Suppose first that they fill two empty dimers, and that H$_2$ leaves from full ones. Only hopping then creates or removes singly occupied dimers, and in a mean-field balance the steady state is the equilibrium one at any nonzero hopping rate. Suppose instead that the last two atoms take single empty sites. Hopping must then replace these sites, and it has to be fast compared with the capture of empty dimers by silane. There is half a dimer per site, so captures at the rate $an_0$ per site correspond to $an_0/(n_0/2)=2a$ per empty dimer. A rough hopping barrier of 1.7 eV with a prefactor of $10^{13}$ s$^{-1}$ gives 38 s$^{-1}$ at 750 K, which is about six times $2a$. In the second case this separation is modest even without pairing, so the random-site values then assume faster mixing than this estimate secures. If an atom that leaves a full dimer must also pay the pairing energy of 0.25 eV, its hopping rate falls by the factor $X$ to 0.8 s$^{-1}$, which is below $2a=6.7$ s$^{-1}$. In the second case, equilibrium among the dimers is then not reached. The values given above for paired hydrogen assume this equilibrium, and need not hold on a real surface at this temperature. In a mean-field balance of the second case, each capture must be matched by one net conversion of an empty dimer into two single empty sites. Let $h$ be the rate at which hydrogen hops into a given empty dimer, a small multiple of the rate per atom. Near saturation the balance reads $hn_0-(hX/4)n_1^2=2an_0$, so $n_1$ is its equilibrium value times $\sqrt{1-2a/h}$. For $h>2a$ there are fewer single empty sites than in equilibrium, and since hopping is activated their number recovers as the temperature rises. This raises $E_{\rm app}$, which exceeds $E_d$ when $h$ is close to $2a$. For $h<2a$, as with 0.8 s$^{-1}$ or four times that value, the second case has no steady state of this kind: fragments accumulate, or the last atoms must also take sites on empty dimers.

Slow splitting of SiH$_3$ would block sites. If the split needs one empty site, a coverage $\theta_3$ decays at the rate $k_3x\theta_3$ and is fed at the rate $ax^2$, so $\theta_3=ax/k_3$. In the random case, keeping $\theta_3$ below 0.01 needs $k_3>11$ s$^{-1}$, or a barrier below 1.78 eV for a prefactor of $10^{13}$ s$^{-1}$.

Hydrogen gas can adsorb again. If H$_2$ also needs two random sites and sticks with probability $10^{-7}$, then at 1 Torr it supplies a fraction $w=0.02$ of the hydrogen brought by silane. The balance becomes $(1+w)x^2=\kappa(1-x)$, which lowers $x$ by about $w/2$, or 1\%. The sticking probability used here is only an illustration. Detailed balance ties it to $k$ and to the binding energy of H$_2$ on the surface. It is therefore activated, and at fixed $k$ and 750 K it changes by a factor of about five for each 0.1 eV of binding energy. A value of $4\times10^{-6}$ would give $w=0.8$, which is no longer a small correction. The growth rate becomes $R=k(1-x)/[4(1+w)]$, and a $w$ that rises with temperature lowers the slopes of both $x$ and $R$. The fraction also grows in proportion to the hydrogen pressure, so a reactor with hydrogen as carrier gas needs its own estimate.

\subsection{The model beside a real silicon surface}

The barrier, prefactor, sticking probability, pairing energy and hopping barrier are rough values for hydrogen and silane on Si(001), not fitted data. At the computed growth speed of 0.03 nm/min at 750 K, a layer of 10 nm would take more than five hours. That temperature was chosen to make the surface nearly full. Among the effects sized here for two-site adsorption, the largest change comes from giving up random occupation. If silane needs one empty dimer and hydrogen stays in equilibrium among the dimers, a pairing energy of 0.25 eV moves the apparent energy from 1.23 to 1.58 eV and reduces $x$ by a factor of about 5.5. Slow hopping can change these values further, by an amount that depends on where the last hydrogen atoms of each molecule settle. Dihydride, steps, dopants and a coverage-dependent barrier are left out, and their effects have not been estimated.

\subsection{Use in an analysis}

To obtain $E_d$ from a measured slope of $x$, invert \eqref{restate}:
\begin{equation}
E_d=E_{\rm app}\,\frac{2-x}{1-x}.
\end{equation}
This requires fixed flux, unactivated two-site adsorption, random empty sites, first-order desorption and a steady state. The growth rate offers a control that does not use the pair probability. In both the random and the paired model, $R=k(1-x)/4$ as long as readsorption of H$_2$ is negligible, so for small $x$ its slope is then close to $E_d$. If the slope of $x$ differs from half the slope of $R$ at fixed flux, then $R$ is not proportional to $x^2$ with a constant factor. Pairing and activated adsorption are two possible causes, and they act in opposite directions: pairing raises the slope of $x$, and an adsorption barrier lowers it. The numerical output that follows lists most of the values quoted here.

\section*{Calculated quantities}
\begin{verbatim}
desorption barrier E_d = 2.50 eV, half = 1.250 eV
desorption prefactor = 1.0e+15 1/s
silane pressure = 1.0 Torr, bare sticking = 1e-05
silane mass = 32.12 u, lattice = 0.543 nm
site density = 6.783e+14 1/cm2
silane flux at 750 K = 2.263e+20 1/(cm2 s)
bare adsorption rate a = 3.337 1/s per site
kT at 750 K = 0.06463 eV
T = 700 K: k = 1.002e-03 1/s, kappa = 7.506e-05
  empty fraction x = 0.00863, sqrt(kappa) = 0.00866
  E_app = 1.2446 eV, shortfall from half = 0.43 %
  growth = 0.0020 nm/min, growth E = 2.4892 eV
T = 750 K: k = 1.588e-02 1/s, kappa = 1.190e-03
  empty fraction x = 0.03390, sqrt(kappa) = 0.03449
  E_app = 1.2284 eV, shortfall from half = 1.72 %
  growth = 0.0312 nm/min, growth E = 2.4569 eV
T = 800 K: k = 1.781e-01 1/s, kappa = 1.335e-02
  empty fraction x = 0.10904, sqrt(kappa) = 0.11552
  E_app = 1.1779 eV, shortfall from half = 5.77 %
  growth = 0.3231 nm/min, growth E = 2.3558 eV
Arrhenius fit of x, 700-800 K: 1.2252 eV
x reaches 0.1 at T = 796.0 K
relaxation rate at 750 K = 0.921 1/s, time = 1.086 s
second-order desorption, 750 K: E_app = 1.2083 eV
one-site adsorption, 750 K: E_app = 2.4970 eV
finite lattice, 1000 sites: x = 0.03364
finite lattice, 2000 sites: x = 0.03377
  shift on doubling = 0.39 %
finite lattice, 2000 sites: E_app = 1.2331 eV
Neglected effects at 750 K:
fixed pressure: E_app = 1.2443 eV
adsorption barrier 0.10 eV: E_app = 1.1793 eV
H2 at 1.0 Torr, sticking 1e-07: H supply ratio H2/silane = 0.0200
SiH3 coverage below 0.01 needs rate constant > 11.31 1/s
  i.e. barrier < 1.778 eV at prefactor 1e+13 1/s
H hop rate, barrier 1.70 eV: 37.7 1/s
  hop rate / silane capture rate 2a of an empty dimer = 5.65
pairing 0.01 eV: x = 0.03158, E_app = 1.2407 eV
pairing 0.05 eV: x = 0.02376, E_app = 1.2893 eV
pairing 0.25 eV: x = 0.00613, E_app = 1.5796 eV
pairing factor X at 0.25 eV = 47.85
leading pairing formula at 0.25 eV: x = 0.00618, E_app = 1.5917 eV
strong pairing 1.00 eV: E_app = 2.4876 eV
\end{verbatim}
